Stability of the Fourth-Order Taylor Propagator on Real-Space Grids, part 2

The problem is how far the time step must be reduced when the grid of a real-time calculation is refined. The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are one. Numerical energies are given in eV, lengths in angstrom and times in attoseconds (as); phases are in radians.

The wavefunction on the grid is a vector ψ, and the Hamiltonian is a Hermitian matrix H, independent of time, with real eigenvalues E_a and orthonormal eigenvectors u_a, the modes. The equation of motion is

i dψ/dt = H ψ.

One step dt of the Taylor propagator of order n applies

T_n = Σ_{k=0}^{n} (−i H dt)^k / k!.

It multiplies a mode of energy E by the number T_n(y), with y = E dt. For an initial state ψ = Σ_a c_a u_a, the squared norm after M steps is

‖T_n^M ψ‖² = Σ_a |c_a|² |T_n(y_a)|^{2M},

where y_a = E_a dt. The largest possible gain of the norm in M steps is therefore the largest |T_n(y_a)| raised to the power M. The squared moduli needed here are

|T_1|² = 1 + y²,

|T_2|² = 1 + y⁴/4,

|T_4|² = 1 − y⁶/72 + y⁸/576,

and the last also gives

|T_4|² − 1 = (y⁶/576)(y² − 8).

The fourth order is stable exactly when

dt · max_a |E_a| ≤ 2√2 ≈ 2.828.

A run of duration t has M = t/dt steps. The logarithm of the amplitude gain of a mode is bounded at first and second order by

(t/2dt) ln(1 + E² dt²) ≤ E² t dt/2,

(t/2dt) ln(1 + E⁴ dt⁴/4) ≤ E⁴ t dt³/8.

For small |y| at fourth order, the phase error per step is y⁵/120 and the squared norm falls by y⁶/72. As long as the accumulated errors remain small, they are

phase error ≈ E⁵ dt⁴ t/120,

loss of squared norm ≈ E⁶ dt⁵ t/72.

## The energy ceiling of the grid and the time step

The following symbols and results are carried over. H is a Hermitian grid Hamiltonian with eigenvalues E, dt is the time step, and y = E dt. One step of the fourth-order Taylor propagator multiplies a mode by T_4(y), with |T_4|² = 1 − y⁶/72 + y⁸/576, and it is stable exactly when dt · max|E| ≤ 2√2. For small |y| the phase error per step is y⁵/120 and the loss of squared norm is y⁶/72. The first and second orders have |T_1|² = 1 + y² and |T_2|² = 1 + y⁴/4. Atomic units are used in the algebra. What remains to be found is the largest |E| on a grid.

Consider first one dimension, with points a distance h apart. Adding the Taylor expansions of ψ(x + h) and ψ(x − h) cancels the odd derivatives and leaves 2ψ + h²ψ″ + O(h⁴). The kinetic energy −ψ″/2 is therefore approximated by the three-point formula

(Kψ)_j = −(ψ_{j+1} − 2ψ_j + ψ_{j−1})/(2h²).

Acting on a plane wave ψ_j = exp(i k j h), the two neighbours contribute exp(i k h) + exp(−i k h) = 2 cos kh, so the wave is multiplied by

ε(k) = (1 − cos kh)/h².

For long waves this is k²/2 − k⁴h²/24 + …, the correct kinetic energy with an error of order h². The largest value is

ε_max = 2/h²,

reached at kh = π, where the wavefunction changes sign from each point to the next. No shorter wave can be represented on the grid. This ceiling comes from the grid and has nothing to do with the energy of the electron under study.

In a box of length L with zero values at its ends there are N interior points, with (N + 1)h = L. The vectors sin(jθ_p), with θ_p = pπ/(N + 1) and p = 1, …, N, vanish at j = 0 and j = N + 1. The identity

sin((j+1)θ) + sin((j−1)θ) = 2 cos θ sin(jθ)

shows that they are eigenvectors with eigenvalues (1 − cos θ_p)/h² = (2/h²) sin²(θ_p/2). These are N different values, so none is missing. The highest has p = N, for which θ_N = π − πh/L, and it equals

κ = (2/h²) cos²(πh/(2L)).

Since sin²a ≤ a², this value lies in the narrow range

2/h² − π²/(2L²) ≤ κ ≤ 2/h².

The walls lower the ceiling by an amount that stays bounded as h → 0. In d dimensions, with the same h and L along each axis, products of the one-dimensional eigenvectors are eigenvectors of the total kinetic energy and their eigenvalues add. The highest kinetic energy is then dκ, where d stands for the number of dimensions.

Now add a real local potential whose values on the grid lie between V_min and V_max. The largest eigenvalue E_max of H is the largest expectation value of H over normalized vectors. No vector has a kinetic energy above dκ or a potential energy above V_max, which gives an upper bound. The highest kinetic mode, used as a trial vector, has kinetic energy dκ and potential energy at least V_min, which gives a lower bound:

dκ + V_min ≤ E_max ≤ dκ + V_max.

At the other end of the spectrum the kinetic energy is never negative, so no eigenvalue lies below V_min. If V_min is negative, E_max is also the largest absolute value as soon as dκ ≥ 2|V_min|, because then E_max ≥ dκ − |V_min| ≥ |V_min|. For a bounded potential this holds on every sufficiently fine grid. The largest stable step is then

dt_max = 2√2/E_max,

and, when V_min ≥ 0 or dκ ≥ 2|V_min|,

2√2/(dκ + V_max) ≤ dt_max ≤ 2√2/(dκ + V_min).

Multiplying E_max by h² gives 2d + O(h²), because the potential and the wall correction both stay bounded while the kinetic ceiling grows as 1/h². Hence

dt_max/h² → 2√2/(2d) = √2/d  as h → 0.

This is the h² law. It is asymptotic, and it concerns the stability limit, not the step needed for a given accuracy. On a coarse grid with a strong potential, the largest |E| may be set mainly by the potential, through E_max if the potential is repulsive and through the lowest eigenvalue if it is attractive, and the law does not apply. An attractive Coulomb potential is not bounded, but if the nearest grid point lies at a distance proportional to h from the nucleus, V_min grows only as 1/h. Then h²V_min still vanishes, and the limit √2/d is unchanged.

A worked example uses round model parameters: one electron in a one-dimensional box of length 12 angstrom, with an attractive Gaussian well

V(x) = −V_0 exp(−x²/(2w²)),

where V_0 = 20 eV, w = 1 angstrom, and x is measured from the middle of the box. At h = 0.2 angstrom the free ceiling is 2/h² = 381.00 eV. Diagonalizing H gives E_max = 379.20 eV. The free estimate of the step is √2h² = 4.8864 as, and the actual ceiling changes it to

dt_max = 4.8864 as × 381.00/379.20 = 4.910 as.

The bounds derived above are 4.890 and 5.161 as. The numerical check finds the stability limit without using eigenvalues. It builds the step matrix by matrix products and searches by bisection for the step at which its largest norm gain exceeds one. The result is again 4.910 as.

The three grids give:

h = 0.4 angstrom: dt_max = 19.92 as, dt_max/h² = 1.4414 a.u.

h = 0.2 angstrom: dt_max = 4.910 as, dt_max/h² = 1.4209 a.u.

h = 0.1 angstrom: dt_max = 1.223 as, dt_max/h² = 1.4159 a.u.

The last column approaches √2 = 1.4142. Between the first two grids the step varies as h to the power 2.021, and between the last two as h to the power 2.005.

The remaining deviation has a definite origin. On the three grids E_max lies below 2/h² by 1.79, 1.80 and 1.80 eV, almost independently of h. To see why, write the highest mode as an alternating sign times a smooth envelope, ψ_j = (−1)^j χ_j. Both neighbours of a point then carry the opposite sign, and the kinetic term becomes

(Kψ)_j = (−1)^j (χ_{j+1} + 2χ_j + χ_{j−1})/(2h²)
= (−1)^j [(2/h²)χ_j − (Kχ)_j].

The second line follows by writing 2χ_j as 4χ_j − 2χ_j. The eigenvalue equation Hψ = Eψ turns into

(K − V)χ = (2/h² − E)χ.

The envelope thus obeys the equation of a particle in the inverted potential −V, and the highest E corresponds to the lowest energy of that inverted problem. Here the well has become a hill 20 eV high in the middle of the box. As h → 0 the lowest energy tends to its continuum value, which does not depend on h, and the offset of 1.8 eV is the grid result for it. Calling this offset δ gives

dt_max/h² = 2√2/(2 − δh²) ≈ √2 (1 + δh²/2).

The deviation from √2 therefore falls by about a factor of four when h is halved, as the listed values show.

How sharp the limit is can be seen by propagating a packet on either side of it. The initial state is a real Gaussian at rest, centred at −1.5 angstrom, with a standard deviation of 0.6 angstrom in its probability density and a mean energy of −4.87 eV. The spacing is 0.2 angstrom. With dt at 0.99 of the limit, 4.861 as, the norm does not rise in any of 1000 steps beyond rounding error, and the final squared norm is 0.999988. With dt at 1.01 of the limit, 4.959 as, the norm after 1000 steps is 9.1 × 10²¹.

The second number can be reconstructed. For the highest mode

y² = 8 × 1.01² = 8.1608,

|T_4|² = 1 + (8.1608³/576)(8.1608 − 8) = 1.1517,

so its amplitude grows by √1.1517 = 1.0732 per step, which is also the growth measured at the end of the run. Over 1000 steps this amounts to a factor of about 4.7 × 10³⁰. The modes beyond the limit initially hold a fraction 4 × 10⁻¹⁸ of the squared norm, which is an amplitude of 2 × 10⁻⁹. The product is about 9 × 10²¹, as found. At the end these modes hold practically the whole norm. The blow-up therefore comes from the top of the grid spectrum, although the packet has hardly any weight there.

The same figures show why a short trial run is a poor test of stability. The growing amplitude reaches one only when 1.0732^M = 5 × 10⁸, which happens after about 280 steps. The growing modes add 4 × 10⁻¹⁸ × 1.1517^M to the squared norm, which stays below 10⁻⁴ for more than 200 steps and reaches 10⁻² only near step 250. For the first 200 steps the norm therefore looks well conserved.

Next, take dt at one tenth of the limit, 0.491 as, so that the highest mode has y = 0.2828 and y² = 0.08. In 4096 steps the largest possible norm gains are

first order: (1 + 0.08)^{2048} = 2.8 × 10⁶⁸,

second order: (1 + 0.08²/4)^{2048} = 26.4,

fourth order: 1 to the four digits printed.

The exponent is half of 4096 because the formulas give squared moduli. The numerical check obtains these gains from powers of the actual step matrices. The second order looks harmless by comparison, but its gain continues to rise exponentially with the number of steps.

The low orders can still serve for a limited duration t if the growth is kept within bounds, and it is instructive to see what this costs. Let the amplitude of the highest mode grow by a factor e. For small y, setting the logarithm of the gain equal to one gives

first order: E² t dt/2 = 1, so dt = 2/(E² t),

second order: E⁴ t dt³/8 = 1, so dt³ = 8/(E⁴ t).

With the one-dimensional ceiling E = 2/h² these become

first order: dt = h⁴/(2t),

second order: dt = h^{8/3}/(2t)^{1/3}.

Allowing a different growth factor G multiplies dt by ln G at first order and by its cube root at second order. As long as y remains small, the powers of h are not affected. For a duration of 10000 as and h = 0.2 angstrom, the permitted steps are 6.0 × 10⁻⁴ as at first order and 0.19 as at second order, compared with 4.9 as at fourth order. Both low orders also fall behind further as the grid is refined, because 4 and 8/3 are larger than 2. In addition, their permitted step shrinks as the run becomes longer, whereas the fourth-order limit does not depend on the duration.

A stable step is useful only if it is also accurate. In the example the ground state has E = −14.56 eV, and at 0.99 of the limit

y = 0.99 × 2.828 × (−14.56/379.20) = −0.1075.

The leading formulas give a phase error of y⁵/120 = −1.2 × 10⁻⁷ rad and a loss of squared norm of y⁶/72 = 2.1 × 10⁻⁸ per step, in agreement with the values computed directly from T_4. After 1000 steps the accumulated phase error is about 1.2 × 10⁻⁴ rad in magnitude. For this state the grid ceiling, and not accuracy, limits the step.

On finer grids this becomes more pronounced. For a free wave of fixed k, the three-point formula makes an energy error of −k⁴h²/24, and over a duration t the resulting phase error has magnitude k⁴h²t/24. The phase error of the propagator is E⁵dt⁴t/120, which falls as h⁸ when dt follows the stability limit. For fixed physical energies, the error in space therefore dominates once the grid is fine enough. A component whose energy is a sizeable fraction of the ceiling is a different matter. When dt is close to the stability limit, such a component has a large |y| and is damped, except at |y| = 2√2 itself, where the modulus is one. A free wave of such an energy is also poorly described by the finite-difference formula.

A more accurate spatial formula changes the prefactor of the law but not its power. The five-point second derivative is

ψ″_j ≈ (−ψ_{j+2} + 16ψ_{j+1} − 30ψ_j + 16ψ_{j−1} − ψ_{j−2})/(12h²).

Let c = cos kh. Acting on a plane wave, and using cos 2kh = 2c² − 1, the kinetic energy −ψ″/2 becomes

ε(k) = (30 − 32c + 2 cos 2kh)/(24h²)
= (28 − 32c + 4c²)/(24h²)
= (1 − c)(7 − c)/(6h²).

For c between −1 and 1 neither factor is negative, and both decrease as c increases. The maximum is therefore at c = −1:

ε_max = 2 × 8/(6h²) = 8/(3h²).

This is 4/3 of the three-point value, so the stable step is shorter by a factor of 3/4. At h = 0.2 angstrom, without a potential, the ceiling is 508 eV and the step is 3.66 as instead of 4.89 as. The better formula may still be the cheaper choice, because it can allow a larger h at the same spatial accuracy, and the step grows with the square of h.

In three dimensions, with the three-point formula and h = 0.2 angstrom, the free ceiling is 6/h² = 1143 eV and the step is 4.886/3 = 1.63 as. For a local potential that is nowhere positive, and a grid fine enough that E_max is the largest absolute eigenvalue, √2h²/d is a safe choice, because E_max then cannot exceed 2d/h². If the potential has positive regions, V_max must be added to the ceiling:

dt ≤ 2√2/(2d/h² + V_max).

This can be evaluated before the run, without diagonalizing anything. All eigenvalues lie between V_min and 2d/h² + V_max, so as long as |V_min| ≤ 2d/h² + V_max this choice guarantees that the norm will not grow; otherwise |V_min| takes the place of the denominator. These bounds hold for a local potential. The nonlocal projectors of a pseudopotential are not bounded by V_max or V_min, and a strong repulsive projector on a coarse grid can push E_max above 2d/h² even when the local part is nowhere positive. In that case the largest eigenvalue of the nonlocal part, if positive, has to be added to the upper bound, and its lowest eigenvalue, if negative, to V_min. Whether the state is also propagated accurately has to be judged separately, from the value of |E| dt for the energies that matter.

Computed results

```
|T_1|^2 = y**2 + 1
|T_2|^2 = y**4/4 + 1
|T_3|^2 = y**6/36 - y**4/12 + 1
|T_4|^2 = y**8/576 - y**6/72 + 1
third-order limit of y: 1.732051
fourth-order limit of y: 2.828427
strongest damping: |T_4| = 0.5000 at y = 2.4495
box length: 12.0 angstrom
well depth: 20.0 eV; width: 1.0 angstrom
h = 0.4 angstrom: 2/h^2 = 95.25 eV, E_max = 93.46 eV
  dt_max = 19.9207 as, bounds 19.5992 to 24.8265 as
  sqrt(2) h^2 = 19.5455 as, dt_max/h^2 = 1.44136 a.u.
h = 0.2 angstrom: 2/h^2 = 381.00 eV, E_max = 379.20 eV
  dt_max = 4.9096 as, bounds 4.8897 to 5.1608 as
  sqrt(2) h^2 = 4.8864 as, dt_max/h^2 = 1.42094 a.u.
h = 0.1 angstrom: 2/h^2 = 1523.99 eV, E_max = 1522.19 eV
  dt_max = 1.2230 as, bounds 1.2218 to 1.2381 as
  sqrt(2) h^2 = 1.2216 as, dt_max/h^2 = 1.41589 a.u.
power of h, 0.4 to 0.2 angstrom: 2.0206
power of h, 0.2 to 0.1 angstrom: 2.0051
packet center -1.5, sigma 0.6 angstrom; h = 0.2 angstrom
packet mean energy: -4.872 eV
0.99 of limit: dt = 4.8605 as, 1000 steps
  final squared norm = 0.99998818
1.01 of limit: dt = 4.9587 as, 1000 steps
  final norm = 9.1e+21
  growth per step: run 1.0732, formula 1.0732
  weight of growing modes: start 4e-18, end 1.000000
0.1 of limit: dt = 0.4910 as, top y = 0.2828
  order 1: largest norm gain in 4096 steps = 2.83e+68
  order 2: largest norm gain in 4096 steps = 26.42
  order 4: largest norm gain in 4096 steps = 1
ground state: E = -14.5634 eV, y = -0.10754
  norm-squared loss per step = 2.145e-08
  phase error per step = -1.194e-07 rad
3D, h = 0.2 angstrom: 6/h^2 = 1142.99 eV, dt = 1.6288 as
1D five-point top: 508.00 eV, dt = 3.6648 as
fixed duration: 10000 as, allowed growth e
  order 1: dt = 5.969e-04 as at 0.2 angstrom, power of h = 4.0000
  order 2: dt = 1.924e-01 as at 0.2 angstrom, power of h = 2.6667
```
